# Plane-Wave Stress from Local Pseudopotentials and Partial Core Corrections, part 1

(Sections cited here and not found follow in the second part.)

## First half: the local pseudopotential

A periodic crystal is described by plane waves and norm-conserving pseudopotentials. Each atom carries a rigid, spherical local potential. In the second half it also carries a rigid, spherical partial core density, which enters the exchange-correlation energy. The cell is deformed slightly, and the task is to find how these two atomic functions contribute to the stress.

Hartree atomic units are used. The cell has volume $\Omega$, lattice vectors $\mathbf a_i$ and reciprocal vectors $\mathbf G$. A periodic function is expanded as

$$
g(\mathbf r)=\sum_{\mathbf G}g(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
g(\mathbf G)=\frac1\Omega\int_{\rm cell}g(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
$$

A homogeneous strain sends $\mathbf r$ to $(1+\varepsilon)\mathbf r$. The atoms keep their fractional positions. The stress is defined by

$$
\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\varepsilon_{ab}}\bigg|_{\varepsilon=0},
$$

where the nine entries of $\varepsilon$ are treated as independent. For a uniform expansion $\varepsilon_{ab}=\eta\delta_{ab}$ one has $dE/d\eta=\Omega\,{\rm tr}\,\sigma$ and $d\Omega/d\eta=3\Omega$. The pressure is therefore $p=-dE/d\Omega=-{\rm tr}\,\sigma/3$, and a positive diagonal stress means that the energy rises on stretching. With the opposite sign convention for stress, every stress formula below changes sign.

### (a) The lattice under strain

Find the first-order changes of $\Omega$, $\mathbf G$, $G^2$ and $\mathbf G\cdot\boldsymbol\tau$, where $\boldsymbol\tau$ is an atomic position.

*Solution.* The new lattice vectors are $(1+\varepsilon)\mathbf a_i$, so the volume is multiplied by $\det(1+\varepsilon)=1+{\rm tr}\,\varepsilon+O(\varepsilon^2)$. Hence

$$
\frac{\partial\Omega}{\partial\varepsilon_{ab}}=\Omega\,\delta_{ab}.
$$

A reciprocal vector is labelled by three integers $m_i=\mathbf G\cdot\mathbf a_i/2\pi$. The label is kept fixed, so $\mathbf G\cdot\mathbf a_i$ must not change. This requires

$$
\mathbf G\to(1+\varepsilon)^{-T}\mathbf G=(1-\varepsilon^T)\mathbf G+O(\varepsilon^2),
$$

or, in components, $G_c\to G_c-\sum_d\varepsilon_{dc}G_d$. Differentiation with respect to one entry gives

$$
\frac{\partial G_c}{\partial\varepsilon_{ab}}=-\delta_{bc}G_a,\qquad
\frac{\partial G^2}{\partial\varepsilon_{ab}}
=2\sum_cG_c(-\delta_{bc}G_a)=-2G_aG_b .
$$

The minus sign says that stretching the cell shortens the reciprocal vectors. The factor 2 comes from differentiating a square.

The atomic position becomes $(1+\varepsilon)\boldsymbol\tau$, and

$$
\mathbf G\cdot\boldsymbol\tau\to
\mathbf G^T(1+\varepsilon)^{-1}(1+\varepsilon)\boldsymbol\tau
=\mathbf G\cdot\boldsymbol\tau .
$$

The structure factor $S(\mathbf G)=\sum_s e^{-i\mathbf G\cdot\boldsymbol\tau_s}$ is therefore unchanged by strain. The same argument shows that $\mathbf G\cdot\mathbf r$ is unchanged at a point of fixed fractional coordinates.

### (b) What happens to the orbitals

The orbitals adjust to the new cell. Show that this adjustment does not contribute to the first derivative of the energy, and identify the density variable that may be held fixed.

*Solution.* Write the orbitals as

$$
\psi_i(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_i(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
$$

Their orthonormality at one $\mathbf k$ reads $\sum_{\mathbf G}c_i^*(\mathbf G)c_j(\mathbf G)=\delta_{ij}$. Neither volume nor strain appears in this condition, so coefficients that are orthonormal in one cell are orthonormal in the strained cell.

Let $w_i$ be the fixed occupations, including any $\mathbf k$-point weights. At self-consistency the coefficients satisfy $\partial E/\partial c_i^*(\mathbf G)=w_i\lambda_ic_i(\mathbf G)$, with orbital energies $\lambda_i$. The chain rule gives

$$
\frac{dE}{d\varepsilon_{ab}}=\frac{\partial E}{\partial\varepsilon_{ab}}\bigg|_{c}
+\sum_iw_i\lambda_i\sum_{\mathbf G}\left[c_i(\mathbf G)\frac{dc_i^*(\mathbf G)}{d\varepsilon_{ab}}
+c_i^*(\mathbf G)\frac{dc_i(\mathbf G)}{d\varepsilon_{ab}}\right].
$$

The inner sum is the derivative of $\sum_{\mathbf G}|c_i(\mathbf G)|^2=1$ and vanishes. The coefficients may thus be frozen.

Multiplying out $n=\sum_iw_i|\psi_i|^2$ shows what this means for the density:

$$
N(\mathbf G)\equiv\Omega\,n(\mathbf G)
=\sum_iw_i\sum_{\mathbf G'}c_i^*(\mathbf G')c_i(\mathbf G'+\mathbf G).
$$

The right side contains coefficients alone, so $N(\mathbf G)$ is fixed while $n(\mathbf G)=N(\mathbf G)/\Omega$ is not. In particular $N(0)=N_{\rm el}$, the number of electrons in the cell.

Besides the fixed occupations, three conditions were used. The orbitals are self-consistent. The overlap condition contains no strain, which would fail for ultrasoft potentials, whose overlap operator depends on the atomic functions. The set of integer labels in the basis is held fixed. If a kinetic-energy cutoff were held fixed instead, plane waves could enter or leave the basis, and the resulting energy change is not part of this derivative.

### (c) The local energy in terms of invariant quantities

Let $v_{\rm at}(r)$ be the local potential of one atom, and define its Fourier integral without a volume factor,

$$
u(q^2)=\int v_{\rm at}(r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r,\qquad
v(\mathbf G)=\frac{u(G^2)}\Omega .
$$

Express the local energy through $N$, $S$, $u$ and $\Omega$. Leave the divergence at $\mathbf G=0$ for part (e).

*Solution.* The crystal potential is the sum of $v_{\rm at}(|\mathbf r-\mathbf R-\boldsymbol\tau_s|)$ over lattice vectors $\mathbf R$ and atoms $s$. In its Fourier coefficient, the cell integral and the sum over $\mathbf R$ combine into an integral over all space. Shifting the origin to the atom gives

$$
V_{\rm loc}(\mathbf G)=\frac1\Omega\sum_se^{-i\mathbf G\cdot\boldsymbol\tau_s}
\int v_{\rm at}(r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r
=S(\mathbf G)v(\mathbf G).
$$

The density is real, so it can be written as $\sum_{\mathbf G}n^*(\mathbf G)e^{-i\mathbf G\cdot\mathbf r}$. Plane waves with different labels are orthogonal over the cell, and equal labels give $\Omega$:

$$
E_{\rm loc}=\int_{\rm cell}nV_{\rm loc}\,d^3r
=\Omega\sum_{\mathbf G}n^*Sv
=\frac1\Omega\sum_{\mathbf G}N^*(\mathbf G)S(\mathbf G)u(G^2).
$$

In the last form, strain enters through the prefactor $1/\Omega$ and the argument of $u$. For several species, $Su$ is replaced by a sum over species, each with its own $S$ and $u$.

### (d) The stress of the local potential

Differentiate this energy and express the result through $v$ and its derivative with respect to $G^2$.

*Solution.* A prime on $u$, $v$ and the later form factors denotes $d/d(G^2)$ at fixed $\Omega$, so $v'=u'/\Omega$. The product rule and part (a) give

$$
\frac{\partial E_{\rm loc}}{\partial\varepsilon_{ab}}
=-\frac{\delta_{ab}}\Omega\sum_{\mathbf G}N^*Su
+\frac1\Omega\sum_{\mathbf G}N^*S\,u'\,(-2G_aG_b).
$$

Dividing by $\Omega$ and using $N^*u/\Omega^2=n^*v$ and $N^*u'/\Omega^2=n^*v'$, one finds

$$
\boxed{\sigma^{\rm loc}_{ab}=-\sum_{\mathbf G}n^*(\mathbf G)S(\mathbf G)
\left[v(\mathbf G)\delta_{ab}+2G_aG_b\frac{dv}{d(G^2)}\right]} .
$$

The first part equals $-\delta_{ab}E_{\rm loc}/\Omega$. Its coefficient can be checked from $E_{\rm loc}=\Omega\sum n^*Sv$: the prefactor gives $+1$, the dilution of $n$ gives $-1$, and the factor $1/\Omega$ in $v$ gives another $-1$. The sum is $-1$. The second part follows from the rigidity of the atomic potential, which is sampled at shorter wave vectors when the cell is stretched.

A bare Coulomb potential provides a limiting case. For $\mathbf G\neq0$, $v=-4\pi Z/(\Omega G^2)$ and $G^2v'=-v$. The trace of the bracket is $3v+2G^2v'=v$, so this part of the energy obeys ${\rm tr}\,\sigma=-E/\Omega$. Scaling all lengths by $1+\eta$ at fixed coefficients gives the same answer, because $1/(\Omega G^2)$ scales as an inverse length and $dE/d\eta=-E$.

### (e) The term at zero wave vector

An ionic potential tends to $-Z/r$ at large distance, so $u$ diverges at small $q$. Explain which finite contribution remains in a neutral cell.

*Solution.* Separate the Coulomb tail:

$$
u(q^2)=-\frac{4\pi Z}{q^2}+\alpha+O(q^2),\qquad
\alpha=\int\left[v_{\rm at}(r)+\frac Zr\right]d^3r .
$$

Let $Z_{\rm tot}$ be the total ionic charge of the cell. The leading small-$q$ terms of the Hartree, electron-ion and ion-ion energies are

$$
\frac{2\pi N_{\rm el}^2}{\Omega q^2}-\frac{4\pi N_{\rm el}Z_{\rm tot}}{\Omega q^2}
+\frac{2\pi Z_{\rm tot}^2}{\Omega q^2}
=\frac{2\pi(N_{\rm el}-Z_{\rm tot})^2}{\Omega q^2}.
$$

This vanishes in a neutral cell. Strain changes neither $N_{\rm el}$ nor $Z_{\rm tot}$, so the cancellation holds in every strained cell and the singular terms can be removed before differentiation. The accompanying convention is that there is no macroscopic field and that the average Coulomb potential of the neutral periodic charge, with the ions counted as point charges, is zero.

What remains at $\mathbf G=0$ is $u(0)\to\alpha$. For identical atoms, numbering $S(0)$, this gives

$$
E_0=\frac{N_{\rm el}S(0)\alpha}{\Omega},\qquad
\sigma^0_{ab}=-\delta_{ab}\frac{E_0}{\Omega}.
$$

The derivative part vanishes, since the regular remainder of $u$ has a finite slope that is multiplied by $G_aG_b=0$.

### (f) The derivative of the form factor

Find $u'$ from the radial function, including a potential with a Coulomb tail.

*Solution.* For a short-ranged spherical function $h(r)$ with transform $\tilde h(q^2)$, the angular integral gives

$$
\tilde h(q^2)=4\pi\int_0^\infty r^2h(r)j_0(qr)\,dr,\qquad j_0(x)=\frac{\sin x}x .
$$

Use $d/d(q^2)=(2q)^{-1}d/dq$ and $dj_0/dx=-j_1$, where $j_1(x)=\sin x/x^2-\cos x/x$. Then

$$
\frac{d\tilde h}{d(q^2)}=-\frac{2\pi}q\int_0^\infty r^3h(r)j_1(qr)\,dr .
$$

At small $q$, $j_1(qr)\simeq qr/3$, and the derivative tends to the finite value $-(2\pi/3)\int_0^\infty r^4h\,dr$.

For the ionic potential, choose $h=v_{\rm at}+Z\,{\rm erf}(r)/r$, with $r$ in bohr. The function ${\rm erf}(r)/r$ is the potential of a unit Gaussian charge whose transform is $e^{-q^2/4}$. The transform of the subtracted tail $-Z\,{\rm erf}(r)/r$ is thus $-4\pi Ze^{-q^2/4}/q^2$, and

$$
u'(q^2)=\frac{d\tilde h}{d(q^2)}
+4\pi Ze^{-q^2/4}\left(\frac1{q^4}+\frac1{4q^2}\right).
$$

The first term in parentheses comes from differentiating $1/q^2$, the second from the exponential.

### (g) Numbers for a model crystal

Two identical model atoms with $Z=2$ sit at fractional positions $(0,0,0)$ and $(0.25,0.20,0.30)$. The cell vectors, in bohr, are $(7,0,0)$, $(0.5,6.5,0)$ and $(0.3,0.8,7.5)$. The potential is

$$
v_{\rm at}(r)=-\frac Zr{\rm erf}\!\left(\frac r{\sqrt2r_{\rm loc}}\right)
+Ce^{-r^2/(2r_{\rm loc}^2)},
$$

with $r_{\rm loc}=0.6$ bohr and $C=-1$ Ha. Four electrons fill two orbitals at $\Gamma$. The basis holds the 183 plane waves with $G^2/2<5$ Ha in the unstrained cell, and densities and potentials are represented on a grid of 25 points per axis. The density is self-consistent in LDA, with Slater exchange and VWN correlation, and includes the partial core of the second half. Evaluate the contribution of $\mathbf G=(1,0,0)$, in integer labels, to $\sigma^{\rm loc}_{xx}$, and then examine the full tensor.

*Solution.* The error-function term is the potential of a Gaussian charge with transform $e^{-q^2r_{\rm loc}^2/2}$. With $x=q^2$ and $K=(2\pi)^{3/2}r_{\rm loc}^3C$,

$$
u=e^{-xr_{\rm loc}^2/2}\left(K-\frac{4\pi Z}x\right),
$$

$$
u'=e^{-xr_{\rm loc}^2/2}\left(\frac{4\pi Z}{x^2}
+\frac{2\pi Zr_{\rm loc}^2}x-\frac{r_{\rm loc}^2K}2\right).
$$

The volume is $341.25$ bohr$^3$. At $G^2=0.81126$ bohr$^{-2}$ these formulas give $v=-0.087063$ Ha and $v'=0.11237$ Ha bohr$^2$.

Here $n=0.0042946(1-i)$ bohr$^{-3}$ and $S=1-i$, hence $n^*S=0.0085892$ bohr$^{-3}$. With $G_x=0.89760$ bohr$^{-1}$ the bracket is

$$
-0.087063+2(0.89760)^2(0.11237)=0.09401\ {\rm Ha}.
$$

The vectors $\pm\mathbf G$ contribute complex-conjugate terms, which are real here. Together they give $-2(0.0085892)(0.09401)=-1.615\times10^{-3}$ Ha/bohr$^3$.

For the whole sum, $E_{\rm loc}=-3.83006$ Ha, so the $\delta_{ab}$ part is $3.83006/341.25=0.011224$ Ha/bohr$^3$. In units of $10^{-3}$ Ha/bohr$^3$ the tensor is:

| | $\delta_{ab}$ part | derivative part | sum |
|---|---:|---:|---:|
| xx | 11.224 | −9.317 | 1.906 |
| yy | 11.224 | −9.237 | 1.987 |
| zz | 11.224 | −8.935 | 2.289 |
| yz | 0 | 0.857 | 0.857 |
| xz | 0 | 1.044 | 1.044 |
| xy | 0 | 0.780 | 0.780 |

The derivative part cancels about 83% of the $xx$ entry of the first part and supplies all the shear stress. The sums correspond to 56.1, 58.5, 67.3, 25.2, 30.7 and 23.0 GPa, in the order of the table. Energy differences at frozen coefficients reproduce the six components, as the numerical check shows.

## Second half: the partial core correction

The results needed from the first half are these. Strain changes the volume by $\partial\Omega/\partial\varepsilon_{ab}=\Omega\delta_{ab}$ and the squared wave vector by $\partial G^2/\partial\varepsilon_{ab}=-2G_aG_b$. The structure factor $S(\mathbf G)$, the phase $\mathbf G\cdot\mathbf r$ at fixed fractional coordinates, and the coefficients $N(\mathbf G)=\Omega n(\mathbf G)$ of the valence density are unchanged. The stress is $\sigma_{ab}=\Omega^{-1}\partial E/\partial\varepsilon_{ab}$. The local potential, with $v=u/\Omega$, gives

$$
\sigma^{\rm loc}_{ab}=-\sum_{\mathbf G}n^*S\left[v\delta_{ab}+2G_aG_bv'\right],
$$

where the prime means $d/d(G^2)$ at fixed $\Omega$.

The new ingredient is a rigid spherical core density $\rho_{\rm at}(r)$ on each atom. It is added to the valence density inside the exchange-correlation energy, and in no other energy term. Its purpose is to account for the nonlinearity of that energy where core and valence densities overlap. Define

$$
f(q^2)=\int\rho_{\rm at}(r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r,\qquad
\rho_c(\mathbf G)=\frac{f(G^2)}\Omega .
$$

By the argument used for the local potential, the core density of the crystal, $n_c(\mathbf r)$, has coefficients $S(\mathbf G)\rho_c(\mathbf G)$.

### (h) How the total density changes

Let $\rho=n+n_c$. Find its derivative with respect to strain at a point of fixed fractional coordinates.

*Solution.* Written with quantities whose strain dependence is known, the density is

$$
\rho(\mathbf r)=\frac1\Omega\sum_{\mathbf G}
\left[N(\mathbf G)+S(\mathbf G)f(G^2)\right]e^{i\mathbf G\cdot\mathbf r}.
$$

The exponential, $N$ and $S$ do not change. The prefactor contributes $-\delta_{ab}\rho$, and the argument of $f$ contributes $-2G_aG_bf'$. With $\rho_c'=f'/\Omega$,

$$
D_{ab}\rho\equiv\frac{\partial\rho}{\partial\varepsilon_{ab}}\bigg|_{\rm frac}
=-\delta_{ab}\rho-\sum_{\mathbf G}2G_aG_b\,\rho_c'(\mathbf G)S(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.
$$

The valence density at frozen coefficients is diluted like a substance carried along by the deformation. The core is not carried along in this way. It keeps its shape in real space, and the second term restores that shape after the uniform dilution.

The stress of the local pseudopotential has been derived, and the strain derivative of the total density $n+n_c$ at fixed fractional coordinates is now known. It remains to insert that derivative into the exchange-correlation energy to obtain the core-correction stress, and to test the result numerically.

All numerical values are calculated from the stated model.
